# Ideal bond valences in beta-Ga2O3 from valence sums and ring equations

## Problem

Beta-gallium oxide is monoclinic, with space group \(C2/m\). It has two gallium sites, Gt (tetrahedral) and Go (octahedral), and three oxygen sites, O1, O2 and O3. Each site occurs twice in the primitive cell, and inversion exchanges the two copies. The first-neighbour bonds are

- Gt: one to O1, two to O2, one to O3;
- Go: two to O1, one to O2, three to O3.

Assign to every bond a valence \(s\), a number in units of the elementary charge \(e\). Gallium has atomic valence 3 and oxygen 2, and the valences of the bonds at an atom add up to its atomic valence. In addition, impose the equal-valence rule: round any closed ring of bonds,

\[
\sum_{\rm ring}\pm s=0 ,
\]

with the plus sign when a bond is walked from gallium to oxygen and the minus sign when it is walked from oxygen to gallium. The valences are to have the periodicity and the inversion symmetry of the crystal.

(a) Show that, by the ring equations, the Gt and Go bonds to the same kind of oxygen differ by one common unknown number, and find what inversion symmetry contributes.

(b) Find all the bond valences.

(c) Show that the same valences minimize the sum of \(s^2\) per cell at fixed atomic sums.

(d) Convert the valences to bond lengths with \(R=R_0-B\ln s\), taking the rough parameters \(R_0=1.73\) Å and \(B=0.37\) Å. Compare them with a rough structure, and estimate the effect of a different ring rule and of heating from 300 to 600 K.

For (d), take \(a=12.2\), \(b=3.0\), \(c=5.8\) Å and \(\beta=104^\circ\). The rough fractional coordinates \((x,z)\), all with \(y=0\), are Gt \((0.09,0.79)\), Go \((0.34,0.69)\), O1 \((0.17,0.11)\), O2 \((0.50,0.26)\) and O3 \((0.83,0.44)\).

## Solution

### The bond network

Inversion, the centring translation \((\tfrac12,\tfrac12,0)\) and whole-cell translations generate the neighbours from the listed sites. Gt at \((0.09,0,0.79)\) is bonded to

- O1 at \((0.17,0,1.11)\);
- O2 at \((0,\pm\tfrac12,0.74)\);
- O3 at \((0.17,0,0.56)\).

Go at \((0.34,0,0.69)\) is bonded to

- O1 at \((0.33,\pm\tfrac12,0.89)\);
- O2 at \((0.50,0,0.74)\);
- O3 at \((0.17,0,0.56)\) and at \((0.33,\pm\tfrac12,0.44)\).

The longest of these bonds is 2.07 Å and the next Ga–O distance is 3.22 Å, so the rough coordinates are good enough to fix the network.

All five sites are equally numerous. The number of Gt neighbours of an O1 atom therefore equals the number of O1 neighbours of a Gt atom, and likewise for the other pairs.

The network is also connected throughout the crystal, which part (a) needs. The O3 atom at \((0.17,0,0.56)\) touches Go atoms at \((0.16,\pm\tfrac12,0.31)\), which differ by the translation \(b\). The listed Gt atom reaches Go at \((0.16,\tfrac12,0.31)\) through O3 and Go at \((0.16,\tfrac12,1.31)\) through O1, which differ by \(c\). It also reaches Go at \((0.34,0,0.69)\) through O3 and Go at \((-0.16,\tfrac12,0.69)\) through O2, which differ by \((-\tfrac12,\tfrac12,0)\). These three translations generate the whole lattice. The two Go orientations are joined through O3, every oxygen atom is bonded to a Go atom, and every Gt atom is bonded to oxygen atoms.

### (a) From rings to one unknown

**A potential.** Choose a starting atom and give it an arbitrary number \(\varphi\). On walking along a bond, subtract its signed valence from \(\varphi\). Since the signed sum round every ring is zero, the value reached at an atom does not depend on the path. Hence every bond obeys

\[
s_{ij}=\varphi_i-\varphi_j ,\qquad i=\text{gallium},\; j=\text{oxygen}.
\]

Conversely, any \(s\) of this form satisfies all ring equations, because the differences telescope.

**Periodicity is not enough.** The valences are periodic, but \(\varphi\) need not be. For a lattice translation \(T\), define \(D(T)=\varphi(i+T)-\varphi(i)\). Two bonded atoms have the same \(D(T)\), because their difference of \(\varphi\) is unchanged by the translation. As the network is connected, \(D(T)\) is the same for all atoms. It is additive, \(D(T+T')=D(T)+D(T')\), so it is fixed by its values on three primitive translations. These three numbers describe a uniform field across the crystal, and no closed ring detects them.

**Inversion removes the field.** Let \(P\) denote inversion. Since \(s\) is unchanged by \(P\), the difference \(\varphi(Pi)-\varphi(i)\) is the same at both ends of each bond, and therefore equals one constant \(k\) everywhere. Because \(P(i+T)=Pi-T\),

\[
D(-T)=\varphi(P(i+T))-\varphi(Pi)
=[\varphi(i+T)+k]-[\varphi(i)+k]=D(T).
\]

Additivity gives \(D(-T)=-D(T)\), so \(D(T)=0\) and \(\varphi\) is periodic. Applying \(P\) twice returns the original atom, so \(2k=0\). Thus \(\varphi\) has one value for each of the five sites.

Write \(u_j\) for the valence of a Gt–O\(j\) bond and \(v_j\) for that of a Go–O\(j\) bond. Then

\[
u_j-v_j=\varphi_{\rm Gt}-\varphi_{\rm Go}\equiv d,\qquad j=1,2,3 .
\]

The three Go–O3 bonds also share one value \(v_3\), although the bond in the mirror plane is not symmetry-equivalent to the other two.

**Two rings in the crystal.** The equality of the Go–O3 bonds can be read from the four-atom ring

\[
\begin{aligned}
&{\rm Go}(0.34,0,0.69)\to{\rm O3}(0.17,0,0.56)\\
&\to{\rm Go}(0.16,\tfrac12,0.31)\to{\rm O3}(0.33,\tfrac12,0.44)\to\text{start}.
\end{aligned}
\]

If \(v_{3s}\) is the valence of the in-plane bond and \(v_{3p}\) that of the other two, the ring gives \(v_{3s}-v_{3p}+v_{3s}-v_{3p}=0\), so \(v_{3s}=v_{3p}\).

An eight-atom ring connects the two kinds of gallium:

\[
\begin{aligned}
&{\rm Gt}(0.09,0,0.79)\to{\rm O1}(0.17,0,1.11)\\
&\to{\rm Go}(0.16,\tfrac12,1.31)\to{\rm O2}(0,\tfrac12,1.26)\\
&\to{\rm Gt}(-0.09,0,1.21)\to{\rm O1}(-0.17,0,0.89)\\
&\to{\rm Go}(-0.16,\tfrac12,0.69)\to{\rm O2}(0,\tfrac12,0.74)\to\text{start}.
\end{aligned}
\]

Its sum is \(2(u_1-v_1+v_2-u_2)=0\), which is \(u_1-v_1=u_2-v_2\). The path returns to the original atom, not to a translated copy.

### (b) The valence sums

The oxygen sums are

\[
\begin{aligned}
{\rm O1}:&\quad u_1+2v_1=2,\\
{\rm O2}:&\quad 2u_2+v_2=2,\\
{\rm O3}:&\quad u_3+3v_3=2.
\end{aligned}
\]

Substituting \(u_j=v_j+d\) gives \(3v_1+d=2\), \(3v_2+2d=2\) and \(4v_3+d=2\), so

\[
v_1=\frac{2-d}{3},\qquad v_2=\frac{2-2d}{3},\qquad v_3=\frac{2-d}{4}.
\]

The sum at Go then fixes \(d\):

\[
\begin{aligned}
3&=2v_1+v_2+3v_3\\
&=\frac{4-2d}{3}+\frac{2-2d}{3}+\frac{6-3d}{4}
=\frac72-\frac{25}{12}d .
\end{aligned}
\]

Therefore \(\tfrac{25}{12}d=\tfrac12\), or \(d=\tfrac{6}{25}=0.240\). The octahedral valences are

\[
v_1=\frac{44}{75}=0.587,\quad
v_2=\frac{38}{75}=0.507,\quad
v_3=\frac{33}{75}=0.440 .
\]

Adding \(d=\tfrac{18}{75}\) gives the tetrahedral ones:

\[
\boxed{
u_1=\frac{62}{75}=0.827,\quad
u_2=\frac{56}{75}=0.747\ (\text{twice}),\quad
u_3=\frac{51}{75}=0.680 .}
\]

The Gt sum has not been used. It is \((62+2\cdot56+51)/75=225/75=3\), as required. It had to hold, because the total valence at the gallium atoms of Ga\(_2\)O\(_3\), \(2\cdot3\), equals that at the oxygen atoms, \(3\cdot2\).

The pattern can be understood by first sharing each gallium valence equally among its bonds, \(3/4\) at Gt and \(1/2\) at Go. The oxygen sums would then be 1.75 at O1, 2.00 at O2 and 2.25 at O3. The solution corrects this by strengthening the bonds to O1 and weakening those to O3. The bonds to O2 hardly change.

### (c) The minimum property, and the solutions without inversion

Let \(s\) be the solution just found, and let \(w\) be any periodic change of the valences that leaves all atomic sums unchanged. The sum of \(w\) over the bonds at each atom is then zero. Since \(\varphi\) is periodic, the bonds of one cell can be regrouped by atom:

\[
\sum_{\rm bonds}s\,w
=\sum_i\varphi_i\sum_{j}w_{ij}
-\sum_j\varphi_j\sum_{i}w_{ij}=0 .
\]

Here \(i\) runs over gallium and \(j\) over oxygen atoms. It follows that

\[
\sum (s+w)^2=\sum s^2+\sum w^2\ge\sum s^2 ,
\]

with equality for \(w=0\) alone. The equal-valence solution is thus the most even distribution in the least-squares sense. The minimum selects the field-free solution without inversion being imposed.

The same identity shows what happens if inversion is dropped but the ring equations are kept. A primitive cell has 20 bonds. The potential has ten atomic values, one of which is an arbitrary constant, and three field components, which makes 12 parameters. If two solutions have the same field, their difference \(w\) comes from a periodic potential and has zero atomic sums. The identity with \(s\) replaced by \(w\) gives \(\sum w^2=0\), so the two solutions coincide. The nine independent atomic sums therefore fix the nine periodic parameters and leave the three field components free.

In terms of equations, there are 9 independent sums and 8 independent closed rings for 20 unknowns. The missing three conditions come from inversion. In a crystal without inversion, other symmetries may remove some or all of the field components. In a polar crystal whose bonds form a network connected in all three dimensions, at least one component survives every symmetry, and it has to be fixed by a further principle such as the minimum above.

### (d) Lengths and the real material

For the first tetrahedral bond,

\[
R=1.73-0.37\ln(0.827)=1.73+0.070=1.800\ \text{Å}=0.1800\ \text{nm}.
\]

In the rough structure, this bond has \(\Delta x=0.08\) and \(\Delta z=0.32\), with components \(0.976\) and \(1.856\) Å along \(a\) and \(c\). Hence

\[
R^2=0.976^2+1.856^2+2(0.976)(1.856)\cos104^\circ=3.52\ \text{Å}^2 ,
\]

and \(R=1.88\) Å. Treating the other bonds in the same way gives:

| Bond | Ideal (Å) | Rough structure (Å) |
|---|---:|---:|
| Gt–O1 | 1.800 | 1.88 ± 0.03 |
| Gt–O2 | 1.838 | 1.84 ± 0.03 |
| Gt–O3 | 1.873 | 1.83 ± 0.04 |
| Go–O1 | 1.927 | 1.92 ± 0.02 |
| Go–O2 | 1.982 | 1.90 ± 0.05 |
| Go–O3, in plane | 2.034 | 2.03 ± 0.05 |
| Go–O3, pair | 2.034 | 2.07 ± 0.02 |

The third decimal of the ideal lengths serves to compare them with each other; the rough \(R_0\) does not justify it as an absolute value. An error in \(R_0\) shifts all ideal lengths equally. The ± values are standard deviations obtained by varying the coordinates by up to 0.005, the cell edges by up to 0.05 Å and \(\beta\) by up to \(0.5^\circ\), each uniformly. They show the effect of input errors of this size and are not experimental errors.

The model reproduces the division into shorter tetrahedral and longer octahedral bonds on average: the mean lengths are 1.84 and 1.99 Å, against 1.85 and 1.98 Å in the rough structure. Its order within the tetrahedron cannot be judged from the rough structure. The model makes Gt–O1 shorter than Gt–O3 by 0.07 Å, whereas the rough structure makes it longer by about 0.04 Å (from the unrounded lengths 1.876 and 1.834 Å). The predicted order appears in 19% of the rounding samples, so errors of this size can reverse it. Refined structures, with more digits in the coordinates, have Gt–O1 shorter than Gt–O3 by a few hundredths of an ångström. This agrees with the model in sign, but it does not confirm the model's placing of Gt–O2 between the two. The values in (b) should therefore be read as ideal valences of the network, not as valences deduced from measured lengths.

**What the model leaves out.** The equations know which atoms are bonded, but not whether the ideal lengths fit together in space, nor how neighbouring ions repel. Valences calculated from the rough lengths differ from the ideal ones by 0.07 \(e\) (root mean square over the bonds), and their atomic sums miss 3 or 2 by 0.09 \(e\) (root mean square over the atoms). Both figures combine real strain with the errors of the coordinates and of \(R_0\), and cannot be assigned to strain alone.

**Another ring rule.** Suppose that, at the same atomic sums, one maximizes the entropy \(-\sum s\ln s\) instead of minimizing \(\sum s^2\). With one Lagrange multiplier per atom, the stationary condition makes \(\ln s_{ij}\) a gallium term plus an oxygen term. The alternating sum of \(\ln s\), and hence of the bond lengths, now vanishes round each ring. In place of a common difference there is a common ratio \(u_j/v_j=q\), and the oxygen sums give

\[
v_1=\frac{2}{q+2},\qquad v_2=\frac{2}{2q+1},\qquad v_3=\frac{2}{q+3}.
\]

The Go sum becomes

\[
\frac{4}{q+2}+\frac{2}{2q+1}+\frac{6}{q+3}=3 .
\]

The left side falls steadily for \(q>0\), from \(6\) at \(q=0\) towards zero, so there is one positive root, \(q\approx1.47\). The tetrahedral valences are then 0.848, 0.747 (twice) and 0.659. No bond changes by more than 0.022 \(e\), and the order is the same. Both rules therefore predict that Gt–O1 is shorter than Gt–O3.

**Temperature.** Suppose that the bond expands like the lattice, with a rough linear coefficient of \(5\times10^{-6}\ {\rm K}^{-1}\). Between 300 and 600 K the Gt–O1 bond then lengthens by

\[
1.800\times5\times10^{-6}\times300=0.0027\ \text{Å}.
\]

This is far below the 0.03 Å rounding uncertainty in the rough length of that bond. The ideal valences do not change on heating as long as the network is intact, since they depend on atomic valences and connections; the expansion has to be absorbed in the parameters \(R_0\) and \(B\). A vacancy or a dopant of different valence changes the equations themselves, so the fractions in (b) no longer hold near it. A crystal phase with a different bond network needs its own solution.

The numerical output below lists the main calculated values.

## Computed values

```
Rough cell a, b, c (angstrom), beta (degree): 12.2 3.0 5.8 104.0
Rough site Gt: x = 0.09, y = 0, z = 0.79
Rough site Go: x = 0.34, y = 0, z = 0.69
Rough site O1: x = 0.17, y = 0, z = 0.11
Rough site O2: x = 0.50, y = 0, z = 0.26
Rough site O3: x = 0.83, y = 0, z = 0.44
Bonds of Gt to O1, O2, O3 (count): 1 2 1
Bonds of Go to O1, O2, O3 (count): 2 1 3
Longest bond, next Ga-O distance: 2.07, 3.22 angstrom
Pauling sums at O1, O2, O3 (e): 1.75 2.0 2.25
Ring Go-O3-Go-O3: +1(Go-O3s) -1(Go-O3p) = 0
Ring Gt-O2-Go-O3-Gt-O2-Go-O3: +1(Gt-O2) -1(Gt-O3) -1(Go-O2) +1(Go-O3p) = 0
Ring Gt-O1-Go-O2-Gt-O1-Go-O2: +1(Gt-O1) -1(Gt-O2) -1(Go-O1) +1(Go-O2) = 0
Primitive cell: bonds, independent sums, true rings, left free (count): 20 9 8 3
Difference Gt bond - Go bond: 6/25 = 0.240 e
Ideal valence Gt-O1: 62/75 = 0.827 e
Ideal valence Gt-O2: 56/75 = 0.747 e
Ideal valence Gt-O3: 17/25 = 0.680 e
Ideal valence Go-O1: 44/75 = 0.587 e
Ideal valence Go-O2: 38/75 = 0.507 e
Ideal valence Go-O3s: 11/25 = 0.440 e
Ideal valence Go-O3p: 11/25 = 0.440 e
Rough parameters R0, B: 1.73, 0.37 angstrom
Length Gt-O1: ideal 1.800, rough structure 1.88 +- 0.03 angstrom
Length Gt-O2: ideal 1.838, rough structure 1.84 +- 0.03 angstrom
Length Gt-O3: ideal 1.873, rough structure 1.83 +- 0.04 angstrom
Length Go-O1: ideal 1.927, rough structure 1.92 +- 0.02 angstrom
Length Go-O2: ideal 1.982, rough structure 1.90 +- 0.05 angstrom
Length Go-O3s: ideal 2.034, rough structure 2.03 +- 0.05 angstrom
Length Go-O3p: ideal 2.034, rough structure 2.07 +- 0.02 angstrom
Rounding samples with Gt-O1 shorter than Gt-O3: 19 %
Rms valence difference, rough structure - ideal: 0.07 e
Rms error of atomic sums in rough structure: 0.09 e
Maximum-entropy valences Gt-O1, Gt-O2, Gt-O3 (e): 0.848 0.747 0.659
Maximum-entropy valences Go-O1, Go-O2, Go-O3 (e): 0.576 0.507 0.447
Largest change due to ring rule: 0.022 e
Rough linear expansion coefficient: 5e-06 1/K
Gt-O1 expansion from 300 to 600 K: 0.0027 angstrom
```
